# Radiation Error in the Apparent Thermal Conductivity of a Heated Filament

## Problem

A straight filament of length $L=2$ mm and diameter $D=10$ µm hangs in vacuum between two clamps. It is heated by its own electric current. The clamps and a large black enclosure are held at $T_0=300$ K. The filament is black in the sense of ray optics: each surface element emits $\sigma T^4$ and absorbs all radiation that falls on it. Its conductivity $k$ and volumetric heat capacity $C$ are constant over the small temperature rise.

(a) Find the heat balance along the filament, and state when one temperature per cross-section suffices.

(b) An experimenter follows the fundamental axial mode and ignores radiation. Show that the conductivity so obtained is too high by about 1.0 W/mK, whatever the value of $k$.

(c) The current has rms value $I=0.2$ mA and frequency 1 Hz. Find the third-harmonic voltage and the effect of radiation on it. Take $k=10$ W/mK, $C=1.3$ MJ/m³K, resistivity 15 µΩm and temperature coefficient of resistance $\beta=-3\times10^{-4}$ K⁻¹.

(d) Find the error if the mean temperature rise under steady heating is used instead.

(e) Estimate the effects of the finite temperature rise, resistance feedback, clamp resistance ($10^4$ K/W at each end), residual nitrogen at $10^{-5}$ Torr, and imperfect blackness.

## Solution

### (a) Heat balance

Let $\theta=T-T_0$. A convex black filament sees the enclosure alone, so its net loss per surface area is

$$\sigma\left[(T_0+\theta)^4-T_0^4\right]\simeq h\theta,\qquad h=4\sigma T_0^3=6.124\ \text{W/m}^2\text{K},$$

to first order in $\theta/T_0$. A slice of thickness $dx$ has volume $S\,dx$, with $S=\pi D^2/4$, and radiating surface $\pi D\,dx$. The loss per volume is therefore $g\theta$, with

$$g=\frac{\pi D h}{S}=\frac{4h}{D}=\frac{16\sigma T_0^3}{D}=2.450\times10^{6}\ \text{W/m}^3\text{K}.$$

With heating $q(t)$ per volume, energy conservation gives

$$C\,\theta_t=k\,\theta_{xx}-g\,\theta+q(t),\qquad \theta(0,t)=\theta(L,t)=0. \tag{1}$$

This assumes a uniform cross-section temperature. At the surface, $-k\theta_r=h\theta$. For a nearly parabolic radial profile, the drop from axis to surface is then $hD/(4k)$ times the surface rise, half the Biot number $hD/(2k)=3\times10^{-6}$. One temperature per cross-section suffices when this ratio is much less than one, as it is here.

### (b) The fundamental mode

Define the mode amplitude

$$a(t)=\frac2L\int_0^L\theta\,\sin\frac{\pi x}{L}\,dx .$$

Multiply (1) by $(2/L)\sin(\pi x/L)$ and integrate. Two integrations by parts give

$$\int_0^L\theta_{xx}\sin\frac{\pi x}{L}dx=\left[\theta_x\sin\frac{\pi x}{L}\right]_0^L-\frac{\pi}{L}\left[\theta\cos\frac{\pi x}{L}\right]_0^L-\frac{\pi^2}{L^2}\int_0^L\theta\sin\frac{\pi x}{L}dx. \tag{2}$$

The first bracket vanishes because the sine does, the second because the clamps are at $T_0$. Since $(2/L)\int_0^L\sin(\pi x/L)\,dx=4/\pi$,

$$C\dot a=-\left(\frac{k\pi^2}{L^2}+g\right)a+\frac4\pi q
=-\frac{\pi^2}{L^2}\,k_{\rm app}\,a+\frac4\pi q, \tag{3}$$

$$k_{\rm app}=k+\frac{gL^2}{\pi^2}=k+\frac{16\sigma T_0^3L^2}{\pi^2D}. \tag{4}$$

Without loss, (3) would have the same form with $k$ in place of $k_{\rm app}$. An analysis that ignores radiation therefore returns $k_{\rm app}$. The added term is

$$\Delta k=\frac{(2.450\times10^{6})(2\times10^{-3})^2}{\pi^2}=0.993\ \text{W/mK}\simeq1.0\ \text{W/mK}.$$

It contains no $k$, which proves the claim within the linear model. The solid conducts no better than before: heat leaves through the side, and the analysis assigns that loss to the ends.

A full treatment of the cross-section confirms the result. The mode $J_0(\lambda r)\sin(\pi x/L)$ satisfies the surface condition if $k\lambda J_1(\lambda D/2)=hJ_0(\lambda D/2)$, and the term $k\lambda^2$ replaces $g$. For small argument, $J_1\simeq\lambda D/4$ and $J_0\simeq1$, so $k\lambda^2\simeq4h/D=g$. The numerical root of the full condition also gives 0.993 W/mK.

At fixed $D$ and $T_0$, the error grows as $L^2$, because the radiating surface grows with length while conduction to the ends weakens. Halving the length reduces it to 0.248 W/mK. For $k=10$ W/mK, it falls to 1% of $k$ at $L=0.635$ mm.

### (c) Third-harmonic voltage

Let the source impose $i(t)=\sqrt2\,I\sin\omega t$. With the resistance $R$ taken at $T_0$, the heating is

$$q(t)=q_0(1-\cos2\omega t),\qquad q_0=\frac{I^2R}{SL}.$$

Write the oscillating heating as the real part of $-q_0e^{2i\omega t}$ and the mode response as that of $Ae^{2i\omega t}$. Equation (3) gives

$$A=-\frac{4q_0L^2}{\pi^3k_{\rm app}}\frac1{1+2i\omega\tau},\qquad \tau=\frac{CL^2}{\pi^2k_{\rm app}}.$$

The mean of $\sin(\pi x/L)$ over the length is $2/\pi$. The oscillating mean rise is thus $-\Theta\cos(2\omega t-\phi)$, with $\tan\phi=2\omega\tau$ and

$$\Theta=\frac{8q_0L^2}{\pi^4k_{\rm app}\sqrt{1+(2\omega\tau)^2}}.$$

With $R'=\beta R$, the resulting voltage is

$$-\sqrt2\,IR'\Theta\sin\omega t\cos(2\omega t-\phi)
=-\frac{\sqrt2\,IR'\Theta}{2}\left[\sin(3\omega t-\phi)-\sin(\omega t-\phi)\right].$$

The rms third harmonic is $I|R'|\Theta/2$. Inserting $\Theta$ and $q_0$,

$$V_3=\frac{4I^3R|R'|L}{\pi^4k_{\rm app}S\sqrt{1+(2\omega\tau)^2}}. \tag{5}$$

Here $R=382.0$ Ω, $|R'|=0.1146$ Ω/K and $q_0=9.727\times10^7$ W/m³. Radiation shortens the time constant from 52.7 to 47.9 ms, since $C$ is unchanged while $k_{\rm app}=10.99$ W/mK replaces $k$. Then $2\omega\tau=0.602$, $\Theta=2.49$ K, and

$$V_3=\tfrac12(2\times10^{-4})(0.1146)(2.49)\ \text{V}=28.5\ \text{µV}.$$

Without loss the formula gives 30.5 µV, about 7% more.

Time integration of (1), with all resolved axial modes kept, gives 29.0 µV, which is 1.7% above (5). Uniform heating also drives the odd modes $n=3,5,\dots$. Mode $n$ adds to the mean rise a term proportional to

$$\frac{1}{n^2\left(n^2\pi^2k/L^2+g+2i\omega C\right)}.$$

For these numbers the third mode adds 1.4% to the signal, and the higher ones supply the remaining 0.3%. If $C$ is known and the 29.0 µV amplitude is read through (5), the inferred conductivity is about 0.24 W/mK below $k_{\rm app}$. This separate readout error is removed by summing the modes; a loss-free fit with all modes summed then reads 0.97 W/mK too high, slightly less than (4). Equation (4) refers to the fundamental mode itself.

### (d) Mean rise under steady heating

For constant $q$, the symmetric solution of (1) that vanishes at both ends is

$$\theta=\frac qg\left[1-\frac{\cosh m(x-L/2)}{\cosh(mL/2)}\right],\qquad m^2=\frac gk.$$

With $z=mL/2$, its mean is $\bar\theta=(q/g)(1-\tanh z/z)$. As $g\to0$, $1-\tanh z/z\to z^2/3$ and $\bar\theta\to qL^2/(12k)$. The loss-free analysis therefore reports

$$k_{\rm mean}=\frac{qL^2}{12\bar\theta}=\frac{k z^2}{3(1-\tanh z/z)},$$

where $gL^2=4kz^2$ was used. Since $\tanh z/z=1-z^2/3+2z^4/15-\dots$,

$$k_{\rm mean}=k\left(1+\frac{2z^2}{5}+\dots\right)\simeq k+\frac{gL^2}{10}.$$

Here $z^2=0.245$, and the full expression gives a shift of 0.979 W/mK, 1.4% below the fundamental-mode value. In the opposite limit, $z\gg1$, $k_{\rm mean}\to gL^2/12$: the reading is set mainly by radiation. The limit is approached slowly, as $1/(1-1/z)$, so the reading is still 25% above it at $z=5$. The additive, $k$-independent correction then fails for the mean rise, though (4) still holds for the projected mode.

### (e) Effects left out

The first three estimates below concern the fundamental mode under steady heating $q_0$. Its amplitude is $a=4q_0L^2/(\pi^3k_{\rm app})=4.57$ K.

**Finite rise.** The next term of the expansion multiplies the local loss by $1+3\theta/(2T_0)$. With $\theta\simeq a\sin(\pi x/L)$ and $(2/L)\int_0^L\sin^3(\pi x/L)\,dx=8/(3\pi)$, the projected loss grows by the fraction

$$\frac{3a}{2T_0}\,\frac{8}{3\pi}=\frac{4a}{\pi T_0}=1.9\%.$$

This adds 0.019 W/mK, as does a numerical solution with the full $T^4$ law.

**Resistance feedback.** At fixed current, the heating becomes $q_0(1+\beta\theta)$, so $g$ is replaced by $g-q_0\beta$. The shift is $-q_0\beta L^2/\pi^2=+0.012$ W/mK, positive because $\beta<0$. Both this shift and the previous one are proportional to heating power at leading order, and vanish on extrapolation to zero current. They are larger in the third-harmonic amplitude of part (c): read with all modes and known $C$, they are about 0.04 and 0.03 W/mK.

**Clamps.** Let each clamp have thermal resistance $R_c$. If radiation is ignored in this small correction, half the heat crosses each clamp, and both ends rise by $\theta_c=R_cq_0SL/2$. The second boundary term in (2) is now $+2\pi\theta_c/L$. After multiplication by $2k/L$, it adds $4\pi k\theta_c/L^2$ to the drive $4q_0/\pi$, a fractional increase

$$r=\frac{\pi^2k\theta_c}{q_0L^2}=\frac{\pi^2kSR_c}{2L}.$$

A larger amplitude is read as a lower conductivity, by $kr$ to first order:

$$\Delta k_c\simeq-\frac{\pi^2k^2SR_c}{2L}=-0.19\ \text{W/mK}.$$

The numerical solution with radiation agrees to this precision. For the projected mode this error is a fifth of the radiation term and has the opposite sign. It is larger in other readings: $-0.24$ W/mK for the steady mean rise and $-0.27$ W/mK for the third-harmonic amplitude of part (c), read with all modes and known $C$. Since one varies roughly as $1/L$, as long as both the clamp resistance and the radiation are small corrections, and the other as $L^2$, measurements at several lengths can separate them, provided that $D$, $k$, $R_c$ and the surface stay the same.

**Residual gas.** Molecules of mass $m_g$ strike the surface at the rate $p/\sqrt{2\pi m_gk_BT_0}$ per area. Among those that cross a surface, the normal motion carries a mean energy $k_BT$, because fast molecules cross more often. The two transverse motions carry $k_BT/2$ each, and the rotation of a diatomic molecule $k_BT$, for a total of $3k_BT$. If molecules arrive at $T_0$ and leave at the surface temperature,

$$h_{\rm gas}=3p\sqrt{\frac{k_B}{2\pi m_gT_0}}=1.59\times10^{-3}\ \text{W/m}^2\text{K}.$$

The shift $4h_{\rm gas}L^2/(\pi^2D)$ is 0.0003 W/mK. Gas loss would equal radiation at 0.039 Torr, where the mean free path is still roughly a millimetre, far above $D$.

**Blackness.** A grey surface multiplies $\Delta k$ by its emissivity. Moreover, the Planck spectrum per wavelength peaks at 9.66 µm at 300 K, close to $D$, so ray optics is itself doubtful. A wave estimate can be made for a bare, smooth, isotropic conductor of the given resistivity $\rho$, with relative permittivity $\epsilon=1+i/(\rho\epsilon_0\omega)$, where $\omega$ is now the optical angular frequency and the fields vary as $e^{-i\omega t}$, the opposite sign convention to that of part (c).

For normal incidence, let $\psi$ be the axial electric or magnetic field, $k_0=\omega/c$ and $X=k_0D/2$. Outside the cylinder,

$$\psi=\sum_n i^ne^{in\varphi}\left[J_n(k_0r)-c_nH_n^{(1)}(k_0r)\right].$$

Inside, order $n$ is proportional to $J_n(Nk_0r)$, with $N=\sqrt\epsilon$. Continuity of the tangential fields requires continuous $\psi$ and $\psi_r$ in the electric case, and continuous $\psi$ and $\psi_r/\epsilon$ in the magnetic case. Hence

$$c_n=\frac{J_n'(X)-Y_nJ_n(X)}{H_n^{(1)\prime}(X)-Y_nH_n^{(1)}(X)},\qquad
Y_n=N^{\pm1}\frac{J_n'(NX)}{J_n(NX)},$$

with the upper sign for the electric case. Because $J_n=(H_n^{(1)}+H_n^{(2)})/2$, the incoming and outgoing amplitudes are $1/2$ and $1/2-c_n$. The fraction $1-|1-2c_n|^2$ is absorbed. Far from the axis, $|H_n^{(2)}/2|^2\simeq1/(2\pi k_0r)$. Over the circumference $2\pi r$, each incoming order thus carries the power that the plane wave sends through a width $1/k_0$, so the absorbed width divided by $D$ is

$$Q=\frac2X\sum_n\left(\mathrm{Re}\,c_n-|c_n|^2\right).$$

By Kirchhoff's law, $Q$ also measures emission in the normal direction. The linearised loss weights it by the temperature derivative of the Planck spectrum, $u^4e^u/(e^u-1)^2$ with $u=\hbar\omega/(k_BT_0)$. The averages are 0.383 for the electric case and 0.531 for the magnetic case, with mean 0.457. Ray optics for the same material gives 0.361, so wave effects raise the absorption at normal incidence by 27%. If 0.457 stood for all directions, the radiation error would be 0.45 W/mK. It does not quite: at oblique incidence the two polarisations couple and the absorption changes. Solving the same boundary problem there and averaging over all directions gives about 0.53, against 0.37 from ray optics, and hence an error of about 0.53 W/mK. The average is $(4/\pi)\int_0^{\pi/2}Q(\zeta)\sin\zeta\,d\zeta$, where $\zeta$ is the angle from the axis and $Q(\zeta)$ is the absorbed power per length divided by $D$ times the incident intensity; a black cylinder has $Q=\sin\zeta$ and gives 1.

### The real case

The parameters are rough values in the regime of a carbon fibre made from polyacrylonitrile; 10 µm is somewhat thick for such a fibre. At 7 µm, with all else fixed, (4) would give 1.4 W/mK. Real fibres most clearly break the assumption of blackness. The wave estimate suggests a reduction by about half for a bare conductor, but it uses the dc resistivity at infrared frequencies and omits the fibre's anisotropy and interband absorption, so it is not a prediction for a particular fibre. The value 1.0 W/mK belongs to the ideal black surface. For the conditions assumed here, emissivity is the largest uncertainty in applying it, followed by the clamps; the finite rise, resistance feedback and gas matter much less. The numerical output below lists the main values; its wave absorption is for normal incidence only.

## Calculated quantities

```
length: 2 mm
diameter: 10 um
temperature: 300 K
Stefan-Boltzmann constant: 5.670374e-08 W/m2K4
radiative coefficient h, formula: 6.1240 W/m2K
radiative coefficient h, Planck integral: 6.1240 W/m2K
loss per volume and kelvin g: 2.4496e+06 W/m3K
RADIATION SHIFT, formula: 0.9928 W/mK
radiation shift, 3D cylinder: 0.9928 W/mK
Biot number h D/(2k): 3.06e-06
shift at half the length: 0.248 W/mK
length for shift of 1% of k: 0.635 mm
true conductivity (rough): 10 W/mK
apparent conductivity, fundamental mode: 10.993 W/mK
shift in dc mean-rise reading: 0.9787 W/mK
heat capacity (rough): 1.3 MJ/m3K
time constant without loss: 52.69 ms
time constant with loss: 47.93 ms
resistivity (rough): 15 uOhm m
resistance coefficient beta (rough): -0.0003 1/K
resistance: 382.0 Ohm
rms current: 0.2 mA
drive frequency: 1 Hz
mean heating power: 15.28 uW
heating per volume: 9.727e+07 W/m3
mean dc rise: 2.953 K
midpoint dc rise: 4.412 K
fundamental dc amplitude: 4.566 K
V3 rms, time simulation: 29.01 uV
V3 rms, one-mode formula: 28.53 uV
V3 rms, formula without loss: 30.53 uV
extra shift, T^4 curvature: +0.0191 W/mK
extra shift, resistance feedback: +0.0118 W/mK
clamp resistance per end (assumed): 10000 K/W
filament resistance L/(kS): 2.546e+06 K/W
extra shift, clamps: -0.1934 W/mK
clamp shift, estimate: -0.1938 W/mK
nitrogen pressure: 1.0e-05 Torr
gas coefficient: 1.587e-03 W/m2K
extra shift, gas: +0.00026 W/mK
pressure where gas loss equals radiation: 0.039 Torr
gas mean free path (rough): 5.1 m
Planck peak wavelength: 9.66 um
bare cylinder absorption, E along axis: 0.383
bare cylinder absorption, H along axis: 0.531
bare cylinder absorption, wave mean: 0.457
bare cylinder absorption, ray mean: 0.361
wave/ray ratio: 1.266
shift scaled by wave mean: 0.454 W/mK
thick-cylinder wave/ray, E along axis: 1.0007
thick-cylinder wave/ray, H along axis: 1.0235
```
